# When a Thin Grain Boundary Dominates Vacancy Transport in an Oxide

A simulation of vacancy motion through an oxide film needs an early decision: may the whole film be given the migration barrier of the crystal, or must the grain boundaries be treated as separate paths? Volume alone suggests that a boundary filling 0.1 percent of the film can be left out. At 400 K, a migration barrier 0.3 eV lower in the boundary is enough to reverse that decision, provided that the boundary runs straight from one face of the film to the other without a break and is kept supplied, and that its vacancy density, attempt frequency, hop length and vacancy charge equal those of the grain. Moderate differences in density or attempt frequency can be tolerated, and their limits are derived below.

## The model

A film of thickness $L$ lies between two electrodes. A fraction $f$ of its cross-section is grain boundary, running straight from one electrode to the other. "Dominate" means carrying more than half of the steady vacancy flux.

Vacancies are dilute and do not interact. Each hops a distance $a$ between neighbouring sites, with attempt frequency $\nu$. The barrier is measured from the occupied site to the saddle point: $E$ in the grain and $E-\Delta$ in the boundary. At first $a$, $\nu$, the vacancy charge $ze$ and the vacancy density $n$ are taken equal in both regions. The site energy and site vibrations are also taken equal, so the boundary differs by its lower saddle alone.

The example uses $f=0.001$, $\Delta=0.3$ eV and $T=400$ K, for which $kT=0.03447$ eV.

## Contribution 1: the barrier

A field $F$ lowers the saddle by $zeFa/2$ for a hop along the force and raises it by the same amount for a hop against it, because the saddle lies half a hop away. The two rates in the grain are

$$\Gamma_\pm=\nu\exp\left[-\frac{E\mp zeFa/2}{kT}\right].$$

The drift velocity is the hop length times the net rate:

$$v_g=a(\Gamma_+-\Gamma_-)=2a\nu\,e^{-E/kT}\sinh\frac{zeFa}{2kT}.$$

In the boundary $E$ is replaced by $E-\Delta$ and nothing else changes. The factors $2a\nu$ and $\sinh$ cancel in the ratio:

$$R=\frac{v_b}{v_g}=\frac{e^{-(E-\Delta)/kT}}{e^{-E/kT}}=e^{\Delta/kT}.$$

The grain barrier $E$ has dropped out. It sets how fast everything moves, but not how the flux is divided. Here $\Delta/kT=0.3/0.03447=8.703$, so $R=6023$.

## Contribution 2: the area

If the inlet holds the same density in both regions, a uniform density is a steady solution: the flux along each path is constant, and no density difference drives vacancies sideways. With total area $A$, the two fluxes are

$$J_b=n v_b fA,\qquad J_g=n v_g(1-f)A.$$

Dividing them gives

$$\frac{J_b}{J_g}=\frac{fR}{1-f}=\frac{0.001\times6023}{0.999}=6.03.$$

The boundary share of the total is

$$S=\frac{J_b}{J_b+J_g}=\frac{fR}{1-f+fR}=\frac{6.03}{7.03}=86\ \text{percent}.$$

A test of this result solved the steady hopping equations on a periodic lattice of 1000 columns, one of them boundary, with sideways hops allowed. It gave 85.77 percent, in agreement with the formula to the printed digits.

## Weighing the two

The boundary dominates when $J_b/J_g>1$, that is, when $R>(1-f)/f$. Both sides are positive, so the logarithm preserves the inequality:

$$\frac{\Delta}{kT}>\ln\frac{1-f}{f}
\quad\Longrightarrow\quad
\Delta>\Delta^*=kT\ln\frac{1-f}{f}.$$

This puts area and barrier on one scale. The small area costs $0.03447\times6.907=0.238$ eV. The lower barrier supplies 0.300 eV, which leaves a margin of 0.062 eV.

The area enters the flux linearly and the barrier exponentially, so a thousandfold disadvantage in area costs only about seven units of $kT$. Conversely, with $\Delta$ and $T$ fixed, setting $fR=1-f$ gives the fraction at which the two fluxes are equal, $f=1/(1+R)$, or about 0.017 percent.

Temperature changes the balance. At fixed $\Delta$ and $f$, equality holds at

$$T^*=\frac{\Delta}{k\ln[(1-f)/f]}=504\ \text{K}.$$

Below $T^*$ the boundary carries more than half; above it the grain does. The share is 99 percent at 300 K, 51 percent at 500 K and 25 percent at 600 K. As $T\to\infty$, $R\to1$ and the share falls to the area fraction $f$. While $kT$ stays well below both barriers, heating speeds up both paths, but it speeds up the path with the higher barrier by the larger factor.

## Contribution 3: the site energy

Suppose that a vacancy in the boundary has an energy higher by $u$ than one in the grain, that the site vibrations are the same in both, and that the inlet holds the densities of the two regions in their equilibrium ratio. For dilute vacancies the boundary density is then $n e^{-u/kT}$. The inlet has to set this ratio, because vacancies may cross a thin film before sideways exchange can establish it. The flux contains density times velocity, so $R$ is replaced by

$$R_u=e^{-u/kT}e^{\Delta/kT}=e^{(\Delta-u)/kT}.$$

To see what this means, measure the boundary saddle from a grain site. Its height is

$$E_s=u+(E-\Delta),\qquad\text{so}\qquad \Delta-u=E-E_s .$$

At equal attempt frequencies, the saddle height relative to a grain site therefore decides how the flux is divided. If the barrier is 0.3 eV lower because the site has risen by 0.3 eV beneath an unchanged saddle, then $u=\Delta$ and $R_u=1$. Each boundary vacancy still moves 6023 times faster, but there are 6023 times fewer of them per unit volume. The lattice solution gives a share of 0.100 percent, which is the area fraction.

The densities need not be equal for the boundary to dominate. For $\Delta=0.3$ eV at 400 K, dominance survives as long as $u$ stays below the margin of 0.062 eV, which means a boundary density lower by a factor of less than 6.03. A larger rise reverses the result: with $u=0.1$ eV the share falls from 86 to 25 percent. This equals the share found at 600 K with $u=0$, because $(0.3-0.1)/400=0.3/600$.

An electrostatic potential $\phi$ in the boundary raises site and saddle together by $ze\phi$. The barrier is unchanged, but the density falls, with $u=ze\phi$. For $z=2$ the whole margin is used up at $\phi=0.0619/2$ V, or 31 mV.

## Contribution 4: the attempt frequency

If the attempt frequencies are $\nu_b$ and $\nu_g$, the flux ratio gains a factor $\nu_b/\nu_g$. The condition for dominance becomes

$$\frac{f}{1-f}\,\frac{\nu_b}{\nu_g}\,e^{(\Delta-u)/kT}>1,$$

and taking the logarithm and multiplying by $kT$ gives

$$\Delta-u+kT\ln\frac{\nu_b}{\nu_g}>kT\ln\frac{1-f}{f}.$$

This keeps the density ratio at $e^{-u/kT}$, as is the case when the attempt frequencies differ because of the saddle. If the cause is instead a softening confined to the state with the vacancy at rest in the boundary, with the saddle configuration and the vacancy-free boundary unchanged, the equilibrium density rises by the same factor by which the attempt frequency falls, for harmonic, classical vibrations, and the two changes cancel in the flux. Softer boundary atoms in general need not cancel in this way, because a vacancy is an empty well. In a one-dimensional model of independent atoms, wells of lower frequency and equal barrier are filled more often, so the vacancy density and the attempt frequency fall by the same factor and the flux falls by its square.

At a fixed density ratio the condition is one-sided. A larger attempt frequency in the boundary strengthens its dominance, whatever the factor. A smaller one weakens it, and with equal densities dominance is lost once $\nu_b$ is below $\nu_g$ by a factor of 6.03 or more. That factor is the flux ratio found above. Even when $u=0$ and the boundary is continuous and supplied, a barrier difference of 0.3 eV calculated without prefactors therefore leaves a question open at 400 K: whether the boundary prefactor is smaller by that much.

## Contribution 5: the direction and continuity of the path

Geometry is clearest for diffusion between faces held at fixed concentrations, with equal site energies. In zero field, each direction along an axis has hop rate $\Gamma$. The mean square displacement along that axis is $2\Gamma a^2t=2Dt$, so $D=a^2\Gamma$ and $D_b/D_g=R$.

For a boundary parallel to the flow, both regions have the same concentration gradient and their fluxes add:

$$\frac{D_\parallel}{D_g}=1-f+fR=7.02.$$

For a boundary layer lying across the flow, let $f$ now be the fraction of the thickness $L$ that the layer fills. The same flux density $j$ passes through both regions and the concentration drops add:

$$\delta c=\frac{j(1-f)L}{D_g}+\frac{jfL}{RD_g}.$$

Setting $j=D_\perp\,\delta c/L$ gives

$$\frac{D_\perp}{D_g}=\frac{1}{1-f+f/R}=1.001.$$

Even for $R\to\infty$ this cannot exceed $1/(1-f)$. The fast layer removes its own small resistance and leaves that of the grain.

A break in a parallel boundary has a similar effect. Let 0.5 nm of a 10 nm path have the grain value of $D$, across the full depth of the boundary. The break is one twentieth of the path, so without sideways flow the boundary column can carry at most 20 times the flux of an equal area of grain. With $f=0.001$ it then adds only about 0.02 to the relative flux, compared with 6.02 when unbroken. A numerical solution that allows flow around the break gives a total of 1.044 with cells of 0.5 nm and 1.048 with cells of 0.25 nm; these values are not yet converged, and finer meshes approach about 1.052. Sideways flow helps, but dominance is lost.

This result is for diffusion, where the concentration cannot exceed its inlet value. It does not carry over to strong drift. At 1 MV/cm, non-interacting vacancies would pile up ahead of a break in mid-film to several thousand times the inlet density and keep the total flux almost unchanged. At such densities the dilute model no longer holds, so that case is left open.

## Contribution 6: the supply

Consider a memory cell 500 nm square and 10 nm thick, crossed by one boundary 0.5 nm wide, so that $f=0.5/500=0.001$. Take $E=0.7$ eV, $a=0.25$ nm, $\nu=10^{13}$ Hz, $z=2$, $F=1$ MV/cm and $n=10^{18}$ cm$^{-3}$, which is $10^{-3}$ nm$^{-3}$. The drift velocities are $5.99\times10^3$ nm/s in the grain and $3.61\times10^7$ nm/s in the boundary. The fluxes are

$$J_b=10^{-3}\times3.61\times10^7\times(0.5\times500)=9.0\times10^6\ \text{s}^{-1},$$

$$J_g=10^{-3}\times5.99\times10^3\times(499.5\times500)=1.5\times10^6\ \text{s}^{-1}.$$

The boundary holds on average only $10^{-3}\times0.5\times500\times10=2.5$ vacancies, and they cross in 0.28 µs. Its large flux lasts only if the inlet electrode replaces them.

Without replacement, the boundary can deliver its own stock and whatever diffuses in from the grain. A vacancy at distance $x$ reaches the boundary within time $t$ with probability $\operatorname{erfc}(x/\sqrt{4D_gt})$, if the boundary is treated as absorbing. Integrating over $x$ gives a collection width $\sqrt{4D_gt/\pi}$ on each side. If the spread caused by diffusion along the field is neglected, a vacancy's starting height fixes the time left before it exits through the grain, and this time is spread evenly between zero and the grain transit time $t_g=1.67$ ms. Averaging $\sqrt t$ over that interval gives $\tfrac23\sqrt{t_g}$, so the mean width is

$$\ell=\frac23\sqrt{\frac{4D_gt_g}{\pi}}=0.95\ \text{nm},\qquad D_g=9.47\times10^{-12}\ \text{cm}^2/\text{s}.$$

The part of the initial stock that leaves through the boundary is about $(0.5+2\times0.95)/500=0.48$ percent. A lattice calculation of the exit probabilities gives 0.43 percent. The continuum estimate is about 10 percent higher than the lattice value; $\ell$ spans fewer than four hops, so close agreement is not expected. The boundary thus carries 86 percent of the initial flux but delivers less than 1 percent of an unreplenished stock.

## Smaller contributions

At 1 MV/cm, $zeFa/2kT=0.725$, and the velocity is 1.09 times its linear-response value. This factor cancels between the paths when $a$ and $z$ are equal. If the vacancy charge were wholly uncompensated, the field would change across the film by $zenL/(\epsilon_0\epsilon_r)=0.145$ MV/cm for a rough $\epsilon_r=25$, about 15 percent of the applied field. Ion tunnelling through a parabolic barrier top whose frequency equals $\nu$ raises the rate by a factor of 1.063. Even if it acted in the grain alone, it would reduce the flux ratio by only 6 percent.

## Beside a real device

The cell parameters are round values in the rough regime of hafnium-oxide resistive memory. The applied field is one fifth of a rough breakdown field of 5 MV/cm. The 0.3 eV difference is an assumption, not a property established here for that oxide. Polycrystalline films with grains much smaller than the cell contain more boundary than 0.1 percent, which lowers $\Delta^*$. The vacancy density is low compared with that of a conducting filament, where the dilute model would fail. Even here, neglecting interactions is an approximation: without screening, two doubly charged vacancies at a spacing of $n^{-1/3}=10$ nm repel each other with an energy of 0.023 eV, or about $0.7\,kT$, for $\epsilon_r=25$. Real boundaries also need not have the site energy of the grain: a rise of 0.1 eV moves the share from 86 to 25 percent if the inlet keeps the equilibrium density ratio. Local heating during switching can matter as much, since above 504 K the model gives the larger flux to the grain. For a steady calculation at 400 K, using the crystal barrier throughout is therefore unsafe if the film has a continuous, supplied boundary that runs straight across it, has the hop length and vacancy charge of the grain, and satisfies the inequality of Contribution 4 at the density ratio assumed there. The remaining values are in the numerical output.

## Numbers as computed

```
Temperature: 400 K; kT: 0.03447 eV
Barrier in grain: 0.70 eV
Barrier in boundary: 0.40 eV
Film thickness: 10.0 nm; cell width: 500 nm
Boundary width: 0.50 nm; fraction: 0.0010
Hop length: 0.25 nm; attempt frequency: 1.0e+13 Hz
Vacancy charge: 2 e; density: 1.0e+18 cm^-3
Applied field: 1.00 MV/cm
Exponent lowering/kT: 8.703
Hop-rate ratio R: 6023
Boundary flux / grain flux: 6.029
Boundary share, formula: 85.77 percent
Boundary share, lattice: 85.77 percent
ln((1-f)/f): 6.9068
Least sufficient lowering: 0.2381 eV
Energy margin: 0.0619 eV
Crossover temperature, formula: 504.1 K
Crossover temperature, lattice: 504.1 K
Boundary share at 300 K: 99.10 percent
Boundary share at 400 K: 85.77 percent
Boundary share at 500 K: 51.40 percent
Boundary share at 600 K: 24.89 percent
Share if only the site is raised: 0.100 percent
Share with sites raised 0.1 eV: 24.89 percent
Tolerable boundary potential: 31.0 mV
Tolerable prefactor reduction: 6.03 times
Diffusion gain, parallel boundary: 7.022 times
Diffusion gain, transverse layer: 1.00100 times
Gain with 0.5 nm break, coarse grid: 1.044 times
Gain with 0.5 nm break, fine grid: 1.048 times
Zero-field grain hop rate, one way: 1.515e+04 s^-1
Grain diffusion coefficient: 9.468e-12 cm^2/s
Half hop work / kT: 0.7253
Drift speed in grain: 5.988e+03 nm/s
Drift speed in boundary: 3.607e+07 nm/s
Transit time L/v in grain: 1.670 ms
First-passage time in grain: 1.657 ms
Transit time L/v in boundary: 0.277 us
First-passage time in boundary: 0.275 us
Vacancy flux through boundary: 9.017e+06 s^-1
Vacancy flux through grain: 1.496e+06 s^-1
Mean sideways collection per side: 0.946 nm
No supply, exit share, lattice: 0.433 percent
No supply, exit share, estimate: 0.478 percent
Uncompensated space-charge field: 0.145 MV/cm
Relative permittivity, rough input: 25
Nonlinear field enhancement: 1.090 times
Breakdown field, rough input: 5 MV/cm
Applied / breakdown field: 0.20
Ion-tunnelling rate correction: 1.063 times
```
